Polarizability of interacting particles in a harmonic trap, exact and approximate, part 1

(Sections cited here and not found follow in the second part.)

## First half: the interacting particles

Q: You want the polarizability of N interacting particles in a trap. For N above two I would expect to need the correlated wavefunction first. What exactly is the system?

A: The particles are identical, with mass 1 and charge −1 in atomic units. They sit in an isotropic harmonic trap of frequency ω and feel a uniform static electric field of strength F along z. A charge q in this field has potential energy −qFz, which is +Fz for q = −1. The Hamiltonian is therefore

H(F) = Σ_i [ p_i²/2 + ω² r_i²/2 + F z_i ] + W.

The interaction W may be strong or weak, and repulsive or attractive, as long as bound states exist. It may contain three-body terms and may depend on spin. One property is required: it depends on the positions through the differences r_i − r_j alone, so a common displacement of all particles leaves it unchanged.

Q: And what do you call the polarizability? Factors of two get lost here.

A: I define it by the energy of a level in the field:

E(F) = E(0) − d_0 F − α F²/2 − β F³/6 − γ F⁴/24 − …

Here d_0 is the permanent dipole moment, α the polarizability, and β and γ are the first two hyperpolarizabilities. The dipole operator is D = −Σ_i z_i, so that H(F) = H(0) − F D. The expectation value of D is then d(F) = −dE/dF = d_0 + αF + …, and the two usual definitions of α agree.

Q: Then you have to find E(F) for an interacting system. Where do you begin?

A: With the part of the Hamiltonian that contains the field. For one particle I complete the square in z:

ω² z²/2 + F z = (ω²/2) [ z² + 2(F/ω²) z ]
= (ω²/2) (z + F/ω²)² − (ω²/2)(F/ω²)²
= (ω²/2) (z + a)² − F²/(2ω²), with a = F/ω².

The x and y parts of the trap are not touched. The field has moved the minimum of the trap from z = 0 to z = −a and lowered it by F²/(2ω²). The shape of the potential about its new minimum is the same as before, which is the special property of a parabola.

Q: That is one particle. The others repel it, and the repulsion may change when the particles move.

A: It would change if they moved relative to each other. Introduce new coordinates for all particles at once, with ẑ the unit vector along z:

s_i = r_i + a ẑ.

The shift a is a constant, so ∂/∂r_i = ∂/∂s_i and the kinetic energy keeps its form. It is also the same for every particle, so s_i − s_j = r_i − r_j and W keeps its form. Summing the completed squares over the N particles gives

H(F) = Σ_i [ −∇²_{s_i}/2 + ω² s_i²/2 ] + W(s) − N F²/(2ω²).

The first three terms are the field-free Hamiltonian written in the letters s_i. If Ψ_0(r_1, …, r_N) is an eigenfunction of H(0) with energy E(0), then

Ψ_F(r_1, …, r_N) = Ψ_0(r_1 + aẑ, …, r_N + aẑ)

is an eigenfunction of H(F) with energy

E(F) = E(0) − N F²/(2ω²).

The map between the two sets of eigenfunctions can be inverted, so no level is lost or gained. It treats all particles alike, so the exchange symmetry and the spin part are kept, and the result serves fermions and bosons equally.

Q: So you can now read off the coefficients?

A: Yes. The right-hand side has one field-dependent term. Comparing −αF²/2 with −NF²/(2ω²) gives

α = N/ω².

There is no linear, cubic, quartic or higher term, so d_0 = 0 and every hyperpolarizability is zero. No expansion in F was made, and the law holds at every field strength. If bound states exist without the field, they exist at every field strength, because the map above turns each of them into a bound state in the field. A uniform field can pull an electron out of an atom, but it cannot empty this trap.

Q: I distrust a derivation that never looks at the forces. Can you get the dipole another way?

A: Take the total momentum P = Σ_i p_{i,z}. It commutes with the kinetic energy, and with W because W is unchanged by a common displacement. What remains is the external force:

i[H(F), P] = −Σ_i (ω² z_i + F) = −ω² Σ_i z_i − N F.

In a bound eigenstate the expectation value of a commutator with H(F) vanishes, since H(F) acting to the left or to the right gives the same number E(F). Hence

ω² ⟨Σ_i z_i⟩ + N F = 0,

d(F) = −⟨Σ_i z_i⟩ = N F/ω².

The internal forces cancel in the sum. The trap must balance the pull of the field on the N charges, and since its force is linear in position, the sum of the positions is all that enters. With a force that is not linear, the balance would depend on the shape of the cloud, and so on the interaction.

Q: The balance gives the dipole. Does the shape of the cloud stay the same too?

A: That follows from Ψ_F. Integrating its square over all coordinates but one gives the density

n_F(r) = n_0(r + aẑ).

The whole cloud moves rigidly by a towards negative z. Its width and all its other central moments are unchanged. The dipole comes out as before: with z = s_z − a,

d(F) = −∫ z n_F(r) dr = −∫ (s_z − a) n_0(s) ds = d_0 + N a = N F/ω².

Q: In perturbation theory α is a sum over all excited states, and their energies certainly depend on the interaction. How does that sum forget it?

A: The field couples to one degree of freedom. Let R = (1/N) Σ_i r_i be the centre of mass, with z component Z. For the positions,

(Σ_i r_i)² + Σ_{i<j} (r_i − r_j)² = N Σ_i r_i²,

because the first term contains each r_i² once and each product 2 r_i·r_j once, while the second contains each r_i² N − 1 times and each product with the opposite sign. Dividing by N and multiplying by ω²/2, the trap energy becomes

(ω²/2) Σ_i r_i² = N ω² R²/2 + (ω²/2N) Σ_{i<j} (r_i − r_j)².

The same identity for the momenta splits the kinetic energy into P_tot²/(2N), where P_tot is the total momentum vector, and a part with momentum differences. So the centre of mass is an oscillator of mass N and frequency ω, independent of the relative motion, where all of W resides. The perturbation is F Σ_i z_i = F N Z and acts on this oscillator alone.

For a state with ν quanta in the z motion of the centre of mass, the squared matrix elements of Z are (ν+1)/(2Nω) to the level above, at energy distance +ω, and ν/(2Nω) to the level below, at −ω. Second-order perturbation theory gives

−αF²/2 = −F² N² [ (ν+1)/(2Nω) − ν/(2Nω) ]/ω = −F² N/(2ω²),

which is again α = N/ω². The interaction changes the excitation energies of the relative motion, but the dipole operator does not excite that motion. The result also does not depend on ν, in agreement with the fact that all levels move down together.

Q: I would still like to see this in a calculation that does not know about the centre of mass.

A: Take three spinless fermions in one dimension with ω = 0.5 and the repulsion g/√(1 + x²) between each pair at distance x. The Hamiltonian was diagonalized in the three particle coordinates on a grid, without separating anything. The prediction is

α = 3/0.5² = 3/0.25 = 12 a.u.

To extract α and γ, energies were computed at fields 0, f and 2f with f = 0.1 a.u. Call the two energy changes Δ_1 and Δ_2. The reflection x → −x turns F into −F and leaves the rest of the Hamiltonian unchanged, so the energy of a non-degenerate level has no odd powers of F. Keeping terms up to F⁴,

Δ_1 = −α f²/2 − γ f⁴/24,
Δ_2 = −2α f² − 2γ f⁴/3,

so that

α = (Δ_2 − 16Δ_1)/(6f²), γ = −2(Δ_2 − 4Δ_1)/f⁴.

With g = 0 the ground-state energy is 2.25 hartree, and with g = 1 it is 3.473 hartree, so the interaction is not a small correction. In both cases α = 12.0000 a.u. for the ground state and also for the first excited level. The fitted |γ| for the ground state is about 3 × 10⁻⁶ a.u. with interaction and smaller without. At F = 0.2 the sum of positions is −2.4000 bohr, which is −3 × 0.2/0.25. The summed central second moment is 10.98 bohr² with g = 1, both without field and at F = 0.2, so the cloud has moved without spreading.

Q: Could such a fit see a hyperpolarizability at all?

A: Yes, if the trap is changed. With 0.002 x⁴ (in a.u.) added for each particle and g = 1, the same fit gives α = 9.19 and γ = −8.4 a.u. These are fitted values, since an F⁶ term is now possible. In the limit of small fields α stays at 9.19 and γ becomes −8.5 a.u. The quartic term adds a force −4λx³ on each particle, with λ = 0.002, and the force balance becomes

ω² ⟨Σ_i x_i⟩ + 4λ ⟨Σ_i x_i³⟩ + N F = 0.

The third moment does not reduce to the sum of positions. It depends on the width of the cloud, and through the width the interaction enters. In the same quartic trap with g = 0 the cloud is narrower and α = 9.54 instead of 9.19.

Q: Which of your other assumptions can be relaxed?

A: Suppose particle i has charge −q_i and trap force constant k_i. Completing its square gives

k_i z_i²/2 + q_i F z_i = (k_i/2)(z_i + q_i F/k_i)² − q_i² F²/(2k_i).

The argument survives if q_i/k_i is the same for all particles, because then they all move by the same amount, and α = Σ_i q_i²/k_i. The masses do not enter this condition. If the ratios differ, the shifts differ, the relative positions enter W in a new way, and the interaction matters in general. An anisotropic trap does no harm: for a field along a principal axis, ω is the frequency of that axis. A fixed impurity breaks the argument when its potential, added to that of the trap, no longer gives a parabola. The field then does more than displace and lower the external potential.

Q: Now take a real Coulomb repulsion in three dimensions. Can you show me a wavefunction?

A: For two electrons in such a trap, called Hooke's atom, the value ω = 1/2 allows a closed form. With s_i = r_i + aẑ and r = |s_1 − s_2| = |r_1 − r_2|, I claim that

Ψ_F = g G, g = 1 + r/2, G = exp[ −(s_1² + s_2²)/4 ]

is the ground state in the field, multiplied by the spin singlet. The pieces needed are

∇_i G = −(s_i/2) G,
∇_i² G = (s_i²/4 − 3/2) G,
∇_1 g = (s_1 − s_2)/(2r) = −∇_2 g,
∇_i² g = 1/r.

The last line is g″ + 2g′/r with g′ = 1/2 and g″ = 0. The cross terms 2∇_i g·∇_i G, summed over both electrons, are

−G (s_1 − s_2)·(s_1 − s_2)/(2r) = −(r/2) G.

The kinetic energy, −1/2 times the sum of the Laplacians, gives

T Ψ_F = G [ −1/r + r/4 + g ( 3/2 − (s_1² + s_2²)/8 ) ].

The displaced trap contributes +g(s_1² + s_2²)/8, since ω²/2 = 1/8, and cancels the last term. The repulsion contributes g/r = 1/r + 1/2, whose first part cancels −1/r. What is left is

G [ r/4 + 1/2 + 3g/2 ] = G [ g/2 + 3g/2 ] = 2 Ψ_F.

Adding the constant −NF²/(2ω²) = −2F²/(2 × 0.25) gives

E(F) = 2 − 4F² hartree.

Q: Why is this the lowest state and not some other one?

A: Ψ_F is positive everywhere. A ground state of this spatial Hamiltonian can be chosen non-negative, because replacing a real function by its absolute value does not raise the energy. Two non-negative functions, one of them positive everywhere, have a non-zero overlap. Eigenfunctions with different energies are orthogonal, so Ψ_F has the ground-state energy. It is symmetric under exchange, as the singlet requires.

At F = 0.1 the energy is 2 − 0.04 = 1.96 hartree, and applying the Hamiltonian to the displaced function at several chosen points gives this value at each of them. Therefore

α = −2 (1.96 − 2)/0.1² = 8 a.u.,

or 1.319 × 10⁻⁴⁰ C² m²/J, in agreement with N/ω² = 2/0.25.

## Second half: approximate functionals

Q: Before we turn to approximations, what do we carry over?

A: N particles of charge −1 sit in the trap ω²r²/2, and a field of strength F adds Fz for each. With a = F/ω², the density in the field is n_F(r) = n_0(r + aẑ), and the energy is E(F) = E(0) − NF²/(2ω²). Hence α = N/ω² and there is no hyperpolarizability. Hooke's atom has N = 2 and ω = 1/2, so α = 8 a.u., and its field-free energy is 2 hartree. All polarizabilities below are in atomic units.

Q: Then α = 8 should be a severe test of a density functional. Surely only the good ones pass it?

A: Look at what the derivation needs. An approximate theory minimizes an energy of the form

E_F[n] = G[n] + ∫ (ω² r²/2 + F z) n(r) dr

over densities containing N particles. In Kohn-Sham theory G is the sum of the kinetic energy T_s of independent particles, the Hartree repulsion J and the exchange-correlation energy E_xc. Suppose that G does not change when the density is translated as a whole. Any trial density can be written as n(r) = m(r + aẑ). Then G[n] = G[m], and completing the square under the integral gives

E_F[n] = G[m] + ∫ [ (ω²/2) |r + aẑ|² − F²/(2ω²) ] m(r + aẑ) dr
= G[m] + ∫ (ω² s²/2) m(s) ds − N F²/(2ω²)
= E_0[m] − N F²/(2ω²).

As n runs over all trial densities, so does m. The two minima therefore differ by the last term:

E(F) = E(0) − N F²/(2ω²).

The quality of G was not used. A functional with a poor E(0) gives the same α and the same vanishing hyperpolarizabilities as the exact theory.

The exact polarizability in the harmonic trap is α = N/ω² with no hyperpolarizability, and any approximate functional whose G is unchanged by a translation of the whole density gives the same result, whatever its accuracy. It remains to see which functionals have this invariance, and how a calculation can still miss the value.
